\section*{k-mesh convergence of tight-binding Green functions at complex energies, part 1}

(Sections cited here and not found follow in the second part.)

\section{Definitions and conventions}

Energies are in eV, lengths are in units of the lattice constant $a$, and $T$ stands for $k_BT$. The model is one band of independent electrons with nearest-neighbour hopping $t>0$ on a $d$-dimensional hypercubic lattice,
\begin{equation}
\varepsilon_{\mathbf k}=-2t\sum_{i=1}^{d}\cos k_i ,
\end{equation}
with spectrum $[-2dt,2dt]$; $d=1$ is the chain and $d=3$ the simple cubic lattice. The Brillouin-zone average is $\langle h\rangle=\int d^dk\,h(\mathbf k)/(2\pi)^d$ over $[0,2\pi)^d$. The mesh average is $\langle h\rangle_N=N^{-d}\sum_{\mathbf j}h(2\pi\mathbf j/N)$ with $j_i=0,\dots,N-1$, a mesh that contains $\mathbf k=0$. For a complex energy $z=E+i\eta$ outside the spectrum, with $\eta\ge0$,
\begin{equation}
G(\mathbf R;z)=\Big\langle\frac{e^{i\mathbf k\cdot\mathbf R}}{z-\varepsilon_{\mathbf k}}\Big\rangle ,\qquad
G(z)=G(\mathbf 0;z),\qquad
G_N(z)=\Big\langle\frac{1}{z-\varepsilon_{\mathbf k}}\Big\rangle_N .
\end{equation}
The Fermi function is $f(z)=1/(e^{(z-\mu)/T}+1)$, the density per site and per spin is $n=\langle f(\varepsilon_{\mathbf k})\rangle$, its mesh value is $n_N=\langle f(\varepsilon_{\mathbf k})\rangle_N$, and the Matsubara points are $z_n=\mu+i\omega_n$ with $\omega_n=\pi T(2n+1)$. The letter $n$ as a subscript or summation index labels poles; standing alone it is the density. All errors quoted are absolute and are measured against the exact zone average.

The checks need values of $G$ that involve no mesh. For $\eta>0$, $-i\int_0^\infty e^{i(z-\varepsilon)s}ds=-i\cdot[-1/(i(z-\varepsilon))]=1/(z-\varepsilon)$. The factor $e^{-i\varepsilon_{\mathbf k}s}=\prod_i e^{2its\cos k_i}$ separates. The Jacobi--Anger expansion $e^{ix\cos k}=\sum_l i^lJ_l(x)e^{ilk}$, averaged with $e^{ikR}$, keeps only $l=-R$, and $J_{-R}=(-1)^RJ_R$ turns $i^{-R}J_{-R}$ into $i^{R}J_{R}$. Therefore
\begin{equation}
G(\mathbf R;z)=-i\int_0^\infty ds\,e^{izs}\prod_i i^{|R_i|}J_{|R_i|}(2ts).
\label{eq:bessel}
\end{equation}
Below the band, where $\mathrm{Re}(z-\varepsilon)<0$ for every level, $1/(z-\varepsilon)=-\int_0^\infty e^{(z-\varepsilon)s}ds$ and $\langle e^{x\cos k}\rangle=I_0(x)$ give $G(z)=-\int_0^\infty e^{zs}I_0(2ts)^d\,ds$, which converges even at $\eta=0$. Every test mentioned below is an assertion of the numerical check, and the numbers come from its output.

\section{The mesh error is a sum of images}

At fixed $z$ off the spectrum, $h(\mathbf k)=1/(z-\varepsilon_{\mathbf k})$ is smooth and periodic, and by definition its Fourier coefficients are the $G(\mathbf R;z)$:
\begin{equation}
\frac{1}{z-\varepsilon_{\mathbf k}}=\sum_{\mathbf R}G(\mathbf R;z)\,e^{-i\mathbf k\cdot\mathbf R}.
\end{equation}
The mesh average of one factor is a finite geometric series with ratio $p=e^{-2\pi iR/N}$. If $R$ is a multiple of $N$ then $p=1$ and the average is $1$; otherwise it is $(1-p^N)/[N(1-p)]=0$ because $p^N=1$. Averaging term by term, which the exponential decay found below permits,
\begin{equation}
G_N(z)-G(z)=\sum_{\mathbf m\neq\mathbf 0}G(\mathbf mN;z).
\label{eq:alias}
\end{equation}
An $N^d$ mesh is a periodic cell of $N$ sites per side, and the error is the amplitude for the electron to propagate from a site to its periodic images. A mesh shifted by $\mathbf k_0$ multiplies each image by the phase $e^{-iN\mathbf k_0\cdot\mathbf m}$, which leaves every bound on moduli below unchanged. The question of how large $N$ must be is thus the question of how fast $G(\mathbf R;z)$ decays.

\section{The chain in closed form}

Put $w=e^{ik}$, so that $dk=dw/(iw)$ and $z+2t\cos k=(tw^2+zw+t)/w$. For $R\ge0$,
\begin{equation}
G(R;z)=\frac{1}{2\pi i}\oint_{|w|=1}\frac{w^{R}\,dw}{tw^2+zw+t}.
\end{equation}
The two roots of the denominator have product $1$. A root on the unit circle would make $z=-2t\cos k$ with real $k$, which is excluded, so exactly one root $\lambda$ lies inside. It obeys $z=-t(\lambda+1/\lambda)$. The denominator is $t(w-\lambda)(w-1/\lambda)$, and the residue at $\lambda$ gives $G(R)=\lambda^R/r$ with $r=t(\lambda-1/\lambda)$. Squaring, $r^2=t^2(\lambda+1/\lambda)^2-4t^2=z^2-4t^2$. For large $|z|$ the small root is $\lambda\simeq-t/z$, so $r\simeq-t/\lambda\simeq z$, which fixes the branch. The substitution $k\to-k$ shows $G(-R)=G(R)$. Hence
\begin{equation}
G(R;z)=\frac{\lambda^{|R|}}{\sqrt{z^2-4t^2}},\qquad \lambda=\frac{-2t}{z+\sqrt{z^2-4t^2}},
\label{eq:chain}
\end{equation}
where the second form follows from $z+r=-2t/\lambda$. As a limit, expanding the definition in $1/z$ gives $G(1)\simeq\langle e^{ik}\varepsilon_k\rangle/z^2=-t/z^2$, and \eqref{eq:chain} gives $(-t/z)(1/z)$, with the same sign.

The images in \eqref{eq:alias} sit at $\pm mN$, so
\begin{equation}
G_N=G\Big[1+2\sum_{m\ge1}\lambda^{mN}\Big]=G\,\frac{1+\lambda^N}{1-\lambda^N},\qquad
G_N-G=\frac{2G\lambda^N}{1-\lambda^N}.
\label{eq:chainN}
\end{equation}
Equation \eqref{eq:chain} for $R=0$ is tested against \eqref{eq:bessel} at three energies with $\eta>0$ (inside the band, near its top, below it), and \eqref{eq:chainN} is tested against explicit sums with $N=5$, $16$ and $41$ at the same energies.

\section{What sets the decay rate}

Write $\lambda=e^{i(k'+i\kappa)}$, so that $|\lambda|=e^{-\kappa}$ with $\kappa>0$. Then $z=-2t\cos(k'+i\kappa)$: the number $k'+i\kappa$ is the complex wave vector at which the band, continued analytically, reaches the energy $z$. With $\cos(k'+i\kappa)=\cos k'\cosh\kappa-i\sin k'\sinh\kappa$,
\begin{equation}
E=-2t\cos k'\cosh\kappa,\qquad \eta=2t\sin k'\sinh\kappa .
\end{equation}
Eliminating $k'$,
\begin{equation}
\frac{E^2}{\cosh^2\kappa}+\frac{\eta^2}{\sinh^2\kappa}=4t^2 .
\label{eq:ellipse}
\end{equation}
Curves of constant $\kappa$ are ellipses with foci at the band edges $\pm2t$. The left side of \eqref{eq:ellipse} decreases with $\kappa$ and increases with $|E|$ and with $\eta$, so $\kappa$ must increase with $|E|$ at fixed $\eta$ and with $\eta$ at fixed $E$. The smallest value at given $\eta$ is at $E=0$:
\begin{equation}
\kappa(E+i\eta)\ge\operatorname{arsinh}(\eta/2t).
\end{equation}
With $S=\sinh^2\kappa$ and $v^2=4t^2-E^2$, multiplying \eqref{eq:ellipse} by $S(1+S)$ gives $4t^2S^2+(v^2-\eta^2)S-\eta^2=0$, whose positive root is
\begin{equation}
S=\frac{-(v^2-\eta^2)+\sqrt{(v^2-\eta^2)^2+16t^2\eta^2}}{8t^2}.
\label{eq:S}
\end{equation}

Inside the band $v=2t\sin k'=d\varepsilon/dk$ is the group velocity. For $4t\eta\ll v^2$ the root expands as $v^2+8t^2\eta^2/v^2$ after dropping $\eta^2$ against $v^2$, so $S\simeq\eta^2/v^2$ and $\kappa\simeq\eta/v$. The amplitude lives for a time $1/\eta$ (with $\hbar=1$) and travels a distance $v/\eta$. For $t=1$ eV, $E=-0.7$ eV and $\eta=0.05$ eV, $v=1.8735$ eV$\,a$ and $\eta/v=0.02669\,a^{-1}$; the rate measured from explicit sums at $N=300$ and $500$ is $0.02669\,a^{-1}$.

At the band edge $v=0$, and \eqref{eq:S} gives $S=\eta/2t+\eta^2/8t^2+\dots$ for $\eta\ll t$. Using $\kappa=\operatorname{arsinh}\sqrt S\simeq\sqrt S(1-S/6)$ and $\sqrt S\simeq\sqrt{\eta/2t}\,(1+\eta/8t)$,
\begin{equation}
\kappa\simeq\sqrt{\eta/2t}\,\Big(1+\frac{\eta}{8t}-\frac{\eta}{12t}\Big)=\sqrt{\eta/2t}\,\Big(1+\frac{\eta}{24t}\Big).
\end{equation}
The leading term is $0.15811\,a^{-1}$ and the measured rate is $0.15844\,a^{-1}$; the correction accounts for the difference, since $0.15811\times(1+0.05/24)=0.15844$. Both leading forms are tested to one percent of their value.

Outside the band at $\eta=0$, \eqref{eq:ellipse} gives $\cosh\kappa=|E|/2t$, which is finite. The height above the real axis is therefore not the controlling quantity. What matters is how far $z$ lies from the spectrum, measured as an imaginary wave vector. The rule $N\propto1/\eta$ holds for $E$ well inside a band and small $\eta$; it becomes $N\propto\eta^{-1/2}$ at the edge of the chain's band, and for $\eta\gg2t$ the rate grows only as $\ln(\eta/t)$, so that raising the contour further buys little.

\section{A bound for the simple cubic lattice}

Take a lattice vector $\mathbf R$ and call $x$ the axis of its largest component, $|R_x|=\|\mathbf R\|_\infty$; cubic symmetry makes the label immaterial. Split $\varepsilon_{\mathbf k}=-2t\cos k_x+\varepsilon_\perp$ with $|\varepsilon_\perp|\le4t$, and do the $k_x$ integral with \eqref{eq:chain} at $z'=z-\varepsilon_\perp=E'+i\eta$:
\begin{equation}
G(\mathbf R;z)=\Big\langle e^{i\mathbf k_\perp\cdot\mathbf R_\perp}\frac{\lambda(z')^{|R_x|}}{\sqrt{z'^2-4t^2}}\Big\rangle_\perp .
\label{eq:perp}
\end{equation}
The modulus of an average is at most the largest modulus of the integrand, and the two factors are bounded separately. $E'$ ranges over $[E-4t,E+4t]$, so $|E'|\ge E_0=\max(|E|-4t,0)$. Since $\kappa$ grows with $|E'|$, $|\lambda|\le e^{-\kappa_0}$ with $\kappa_0(z)=\kappa(E_0+i\eta)$; for $|E|\le4t$ this is $\operatorname{arsinh}(\eta/2t)$. For the prefactor put $u=E'^2$. Then $z'^2-4t^2=(u-\eta^2-4t^2)+2iE'\eta$ and
\begin{equation}
|z'^2-4t^2|^2=(u-\eta^2-4t^2)^2+4u\eta^2 .
\end{equation}
This is a convex parabola in $u$ whose derivative $2(u-\eta^2-4t^2)+4\eta^2$ vanishes at $u=4t^2-\eta^2$. On $u\ge E_0^2$ its minimum lies at $u^*=\max(4t^2-\eta^2,E_0^2)$; ignoring the upper limit of $u$ can only lower the minimum, so the bound stays valid. Define $g^{-4}=(u^*-\eta^2-4t^2)^2+4u^*\eta^2$. For $E_0=0$ and $\eta<2t$, $g^{-4}=4\eta^4+4\eta^2(4t^2-\eta^2)=16t^2\eta^2$, so $g=(4t\eta)^{-1/2}$; for $E_0=0$ and $\eta\ge2t$, $u^*=0$ and $g=(\eta^2+4t^2)^{-1/2}$. Then $|G(\mathbf R;z)|\le g\,e^{-\kappa_0\|\mathbf R\|_\infty}$, which also justifies the term-by-term average that led to \eqref{eq:alias}.

The images with $\|\mathbf m\|_\infty=s$ number $(2s+1)^3-(2s-1)^3=24s^2+2$, and each is bounded by $gq^s$ with $q=e^{-N\kappa_0}$. Applying $q\,d/dq$ to $\sum_{s\ge1}q^s=q/(1-q)$ gives $\sum sq^s=q/(1-q)^2$, and applying it again gives $\sum s^2q^s=q(1+q)/(1-q)^3$. So
\begin{equation}
|G_N-G|\le B(z,N)=g\Big[\frac{24q(1+q)}{(1-q)^3}+\frac{2q}{1-q}\Big]\simeq 26\,g\,e^{-N\kappa_0}\quad(q\ll1),
\label{eq:B}
\end{equation}
the $26$ being the images of the first shell. The same argument works in any $d$ with the transverse half-width $4t$ in $E_0$ replaced by $2(d-1)t$, the factors of $t$ in $g$ left as they are, and the shell count $(2s+1)^d-(2s-1)^d$; for $d=1$ the count is $2$ and \eqref{eq:B} reduces to the modulus form of \eqref{eq:chainN} with $g\ge|G|$ in place of $|G|$, the two being equal when $E^2\ge4t^2-\eta^2$.

The image identity is tested at $z=-1+1.5i$ eV and $N=7$, an odd value so that the phases $i^{|R|}$ in \eqref{eq:bessel} matter. The explicit $7^3$ sum and the Bessel sum over images with $\|\mathbf m\|_\infty\le4$ differ by $9.1\times10^{-12}$ eV$^{-1}$, while the mesh error itself is $2.342\times10^{-4}$ eV$^{-1}$. The bound at that point is $8.541\times10^{-2}$ eV$^{-1}$, about $365$ times larger. $B$ is a guarantee and not an estimate: it replaces the transverse average by a bound on the largest modulus, and so discards the variation of the modulus as well as the cancellation within that average and among images.

A stationary-phase argument indicates what is lost. For an image on an axis, the integrand of \eqref{eq:perp} is $e^{N\ln\lambda(z-\varepsilon_\perp)}$ times a slow factor, its exponent is stationary where $\nabla\varepsilon_\perp=0$, and the two Gaussian integrals supply $N^{-1/2}$ each. This suggests $|G_N-G|\sim N^{-1}e^{-N\kappa_{\rm eff}}$, with $\kappa_{\rm eff}$ fixed by points of the constant-energy surface where the velocity is parallel to the image vector. At $E=-t$ and small $\eta$ the axis point $\mathbf k_\perp=(0,\pi)$ has $z'=z$ and $\kappa_{\rm eff}/\kappa_0=2t/v=2/\sqrt3$; the body-diagonal point $k_x=k_y=k_z=k$ has $-6t\cos k=z$, a rate $3\,\mathrm{Im}\,k=\eta/(2t\sin k)$ with $\cos k=1/6$, and a ratio $6/\sqrt{35}$; the face-diagonal point $k_x=k_y=k$, $k_z=0$ has $-4t\cos k-2t=z$, a rate $2\,\mathrm{Im}\,k=\eta/(2t\sin k)$ with $\cos k=-1/4$, and a ratio $4/\sqrt{15}$, so both kinds of diagonal image decay more slowly than the axis images. These assignments are a conjecture. What is tested is weaker: after multiplying the measured error envelope by $N$, the fitted rate lies between $0.9\kappa_0$ and $1.25\kappa_0$ at each of eight Matsubara points.

\section{The contour at finite temperature}

The density of states per site and spin is $-\pi^{-1}\mathrm{Im}\,G(E+i0)$, because $-\pi^{-1}\mathrm{Im}\,(E+i0-\varepsilon)^{-1}=\delta(E-\varepsilon)$. With any $E_b$ below both the band bottom and $\mu$,
\begin{equation}
n=-\frac1\pi\,\mathrm{Im}\int_{E_b}^{\infty}dE\,f(E)\,G(E+i0).
\label{eq:real}
\end{equation}
On this path $\kappa\to0$ throughout the band, and no finite mesh converges $G$ pointwise. $G$ is analytic for $\mathrm{Im}\,z>0$, while $f$ has poles where $e^{(z-\mu)/T}=-1$, that is at $z_n$. Near one of them $e^{(z-\mu)/T}=-e^{(z-z_n)/T}\simeq-1-(z-z_n)/T$, so $f\simeq-T/(z-z_n)$ and the residue is $-T$.

Consider the rectangle with corners $E_b+i0$, $X+i0$, $X+i\Delta$, $E_b+i\Delta$, traversed in that order, which is counterclockwise. Choose
\begin{equation}
\Delta=2\pi TJ,\qquad J\ \text{a positive integer}.
\end{equation}
Since $\pi T(2J-1)<\Delta<\pi T(2J+1)$, the poles $n=0,\dots,J-1$ are enclosed and the top side passes midway between two poles. On it $e^{i\Delta/T}=e^{2\pi iJ}=1$, so $f(E+i\Delta)=f(E)$ is real and cuts the integral off as on the axis. On the right side, for $X$ above the band, $|G|\le1/(X-2dt)$ and $|f|\le1/(e^{(X-\mu)/T}-1)$, so it vanishes as $X\to\infty$. Let $C$ be the path $E_b\to E_b+i\Delta\to+\infty+i\Delta$. The rectangle runs along $C$ backwards, so the residue theorem reads
\begin{equation}
\int_{\rm axis}fG\,dz-\int_CfG\,dz=2\pi i\sum_{n=0}^{J-1}(-T)\,G(z_n).
\end{equation}
Apply $-\pi^{-1}\mathrm{Im}$. The pole term becomes $-\pi^{-1}\mathrm{Im}[-2\pi iT\sum G]=2T\,\mathrm{Im}[i\sum G]=2T\,\mathrm{Re}\sum G$. With $dz=i\,dy$ on the rising leg,
\begin{align}
n={}&-\frac1\pi\,\mathrm{Im}\int_0^\Delta i\,dy\,f(E_b+iy)\,G(E_b+iy)\nonumber\\
&-\frac1\pi\,\mathrm{Im}\int_{E_b}^\infty dE\,f(E)\,G(E+i\Delta)+2T\,\mathrm{Re}\sum_{n=0}^{J-1}G(z_n).
\label{eq:contour}
\end{align}
The leg touches the real axis only below the band, where $\kappa_0$ is finite, and the line stays at height $\Delta$. The points that come close to the spectrum are the poles, the nearest at distance $\pi T$.

The two integrals are discretized by Gauss rules. On the leg, with $\mu-E_b\gg T$, $f$ differs from $1$ by an exponentially small amount and Gauss--Legendre points suffice. On the line $f$ has poles at distance $\pi T$ on either side, which would slow any polynomial rule applied to the product $fG$. Since $f(E)$ is positive there, it can serve as the weight function of a Gauss rule, exact for $f$ times any polynomial of degree below twice the number of points; only $G(E+i\Delta)$, analytic to a distance $\Delta$, has to be approximated. The rule is built by the Lanczos recursion from a fine discretization of $f(E)\,dE$ on $[E_b,\mu+40T]$. The result is
\begin{equation}
n=\mathrm{Im}\sum_{j=1}^{M}c_j\,G(z_j),
\label{eq:rule}
\end{equation}
with $c=2iT$ at a pole, $c=-iw_jf(z_j)/\pi$ on the leg and $c=-W_j/\pi$ on the line, $w_j$ and $W_j$ being the Gauss weights.

The simplest limit is a single level, $G=1/(z-\varepsilon)$, for which \eqref{eq:rule} must return $f(\varepsilon)$. With the parameters of the worked example this is tested to $10^{-8}$ for seven levels from $-6$ to $6$ eV, three of them within $2T$ of $\mu$; an error in the residue, a sign or a factor of two would show there.

The mesh error of $G$ is a sum over periodic images, bounded by an exponential whose rate depends on how far $z$ lies from the spectrum, and the density has been written as a finite sum of $G$ over Matsubara poles and contour points. It remains to see what a single mesh gives in this sum, how metals and insulators differ at $T=0$, and what is saved by choosing a mesh for each energy.

Numbers in the example were calculated in double precision.
